# Athermal nucleation: how a shrinking critical size creates supercritical nuclei

**Question.** A melt is cooled so fast that its atoms have no time to rearrange. Its crystalline clusters neither gain nor lose atoms, yet the number of supercritical nuclei rises. Where do these nuclei come from, at what rate do they appear, and how many would a phase-change memory cell contain when quenched to 450 K?

**Answer.** They come from clusters that already exist. A nucleus is called supercritical by comparing its size with a critical size that depends on temperature. Cooling lowers this threshold, and clusters that were below it find themselves above it. The clusters were made earlier by thermal fluctuations; the word athermal describes only their change of status.

### The moving threshold

Consider spherical clusters of \(n\) atoms in a uniform melt. Let \(\Delta\mu>0\) be the free energy gained per crystallized atom, \(\gamma\) a constant interface energy, and \(v\) the atomic volume. A sphere of volume \(nv\) has area \(a n^{2/3}\), with \(a=(36\pi)^{1/3}v^{2/3}\), so the work of forming the cluster is

\[
W(n)=-n\Delta\mu+a\gamma n^{2/3}.
\]

Its maximum marks the critical size:

\[
W'(n)=-\Delta\mu+\tfrac23a\gamma n^{-1/3}=0
\quad\Rightarrow\quad
n^*=\left(\frac{2a\gamma}{3\Delta\mu}\right)^3 .
\]

Take the linear driving force \(\Delta\mu=\Delta h(1-T/T_m)\), where \(\Delta h\) is the heat of melting per atom and \(T_m\) the melting point. Then \(n^*\propto(T_m-T)^{-3}\), and differentiating the logarithm gives \(dn^*/dT=3n^*/(T_m-T)\). For cooling at the rate \(q=-dT/dt>0\),

\[
\frac{dn^*}{dt}=-\frac{3q\,n^*}{T_m-T}.
\]

### The two fluxes

Let \(N(n,t)\,dn\) be the number of clusters in a size interval, and \(J(n,t)\) the net number per second passing size \(n\) upwards by gaining atoms. Clusters change size one atom at a time, so \(\partial N/\partial t=-\partial J/\partial n\). The supercritical number is

\[
M(t)=\int_{n^*(t)}^{\infty}N(n,t)\,dn .
\]

Both the integrand and the lower limit depend on time. Differentiation gives

\[
\frac{dM}{dt}=-\int_{n^*}^{\infty}\frac{\partial J}{\partial n}\,dn-N(n^*,t)\frac{dn^*}{dt}
=J(n^*,t)-N(n^*,t)\frac{dn^*}{dt},
\]

because \(J\) vanishes at infinite size. On cooling, the second term is positive:

\[
\boxed{\;\frac{dM}{dt}=J(n^*,t)+\frac{3q\,n^*}{T_m-T}\,N(n^*,t)\;}
\]

The first term is thermal: clusters cross the threshold. The second is athermal: the threshold crosses clusters. If the atoms are frozen, \(J=0\) and \(N\) keeps its shape. Cooling from \(T_1\) to \(T_2\) then adds

\[
\Delta M=\int_{n^*(T_2)}^{n^*(T_1)}N_{\rm frozen}(n)\,dn .
\]

The cooling rate has dropped out. Once the distribution is frozen, faster cooling sweeps up the same clusters in less time. Reheating to \(T_1\) without growth removes them from the count again.

### How many clusters are swept up

Suppose the distribution froze in equilibrium at \(T_1\), so that \(N=N_0e^{-W_1(n)/kT_1}\), where \(N_0\) is the number of atoms. Write \(n_2\) for the critical size at \(T_2\). By definition \(\tfrac23a\gamma n_2^{-1/3}=\Delta\mu_2\), so the old work function has at \(n_2\) the derivatives

\[
W_1'(n_2)=\Delta\mu_2-\Delta\mu_1,\qquad
W_1''(n_2)=-\tfrac29a\gamma n_2^{-4/3}=-\frac{\Delta\mu_2}{3n_2}.
\]

With \(s=(\Delta\mu_2-\Delta\mu_1)/kT_1\) and \(c=\Delta\mu_2/(3n_2kT_1)\), the density near the new threshold is \(N(n_2+x)\approx N(n_2)e^{-sx}(1+cx^2/2)\). If it has become negligible before the old critical size is reached, the upper limit may be moved to infinity. Since \(\int_0^\infty e^{-sx}dx=1/s\) and \(\int_0^\infty x^2e^{-sx}dx=2/s^3\),

\[
\Delta M\approx\frac{N(n_2)}{s}\left(1+\frac{c}{s^2}\right),\qquad \frac{c}{s^2}\ll1 .
\]

Most swept clusters therefore lie within a few times \(1/s\) of the new threshold. For very small undercooling steps \(s\to0\) and this estimate fails; the integral itself remains valid.

### When the athermal flux wins

Let \(k_n^+\) be the attachment rate and \(N_{{\rm eq},n}\) the equilibrium number. Detailed balance, \(k_{n+1}^-N_{{\rm eq},n+1}=k_n^+N_{{\rm eq},n}\), turns the flux into

\[
J=k_n^+N_{{\rm eq},n}\left(\frac{N_n}{N_{{\rm eq},n}}-\frac{N_{n+1}}{N_{{\rm eq},n+1}}\right).
\]

In a steady state \(J\) is the same at every size. Divide by the prefactor and sum over \(n\). The bracket telescopes from 1, for single atoms in equilibrium, to 0 at large size, so

\[
J=\frac1{\sum_n r_n},\qquad r_n=\frac1{k_n^+N_{{\rm eq},n}} .
\]

The sum is dominated by the top of the barrier. There \(W''=-\Delta\mu/(3n^*)\), and a Gaussian integral gives

\[
J\approx k^+ZN_{\rm eq}(n^*),\qquad
Z=\sqrt{\frac{|W''|}{2\pi kT}}=\sqrt{\frac{\Delta\mu}{6\pi kTn^*}} .
\]

Half of this symmetric sum lies above \(n^*\), hence \(N(n^*)\approx N_{\rm eq}(n^*)/2\). The ratio of the fluxes and the cooling rate at which it equals one are

\[
\frac{\text{athermal}}{\text{thermal}}\approx\frac{|dn^*/dt|}{2k^+Z},\qquad
q_c=\frac{2k^+Z(T_m-T)}{3n^*}.
\]

The steady-state picture has already failed at this crossover, so \(q_c\) is only an estimate. Near the barrier top a cluster's size performs a random walk, with mean square displacement \(2k^+t\). It needs \(t\approx1/(2k^+Z^2)\) to explore the width \(1/Z\). At \(q=q_c\) the threshold, kept at its initial speed, would move by \(2k^+Z\,t=1/Z\) in that time, a full width. It slows as it falls; in the example below, starting at 600 K, it moves 26 atoms against \(1/Z=38\). The equilibrium numbers also change during this time. In the example below, at 600 K it corresponds to about 60 K of cooling, over which the equilibrium number of clusters of the initial critical size grows more than a thousandfold. The steady state therefore fails progressively as \(q\) approaches \(q_c\). In the example at 600 K the thermal flux is 16 % below its steady value at \(q_c/6\) and 53 % below at \(q_c\), where the flux ratio is 0.59 rather than 1. The boxed law still holds there, but \(N\) must be obtained from the cooling history.

### Numbers for a quenched cell

The example is a 50 nm cube with \(T_m=900\) K, \(\Delta h=0.12\) eV, \(v=0.03\) nm³ and \(\gamma=0.5\) eV/nm² (0.080 J/m²). It holds \(4.17\times10^6\) atoms. Attachment follows \(k_n^+=4\Gamma n^{2/3}\), with hop rate \(\Gamma=\Gamma_0e^{-B/(T-T_0)}\), \(\Gamma_0=2\times10^{13}\) s⁻¹, \(B=3300\) K and \(T_0=300\) K.

Between 600 K and 450 K the driving force rises from 0.040 to 0.060 eV. The critical size falls by \((2/3)^3\), from 58.9 to 17.5 atoms, while the hop rate drops from \(3.3\times10^8\) to \(5.6\times10^3\) s⁻¹. The threshold thus moves far just as the atoms stop.

**The frozen limit.** A distribution prepared by very slow cooling to 600 K was quenched to 450 K at \(10^{14}\) K/s, with every cluster still free to exchange atoms. Between the two critical sizes \(N(n)\) changed by less than 0.01 %, yet the supercritical number rose by 0.607 per cell. The clusters initially between the thresholds also number 0.607. In the closed estimate, \(N(n_2)=0.195\), \(s=0.387\) and \(c=0.0222\), so

\[
\Delta M\approx\frac{0.195}{0.387}\left(1+\frac{0.0222}{0.387^2}\right)=0.504\times1.148=0.58,
\]

about 5 % below the direct count.

**The crossover.** At 600 K, \(k^+=4(3.34\times10^8)(58.9)^{2/3}=2.0\times10^{10}\) s⁻¹ and \(Z=0.0264\). Hence

\[
q_c=\frac{2(2.0\times10^{10})(0.0264)(300)}{3(58.9)}\approx1.8\times10^9\ \text{K/s}.
\]

In a test at \(10^6\) K/s, where the steady-state picture should apply, the simulated flux ratio was \(5.41\times10^{-4}\) and the formula gave \(5.52\times10^{-4}\).

**Complete quenches.** Cooling from equilibrium at 890 K to 450 K gives these mean numbers per cell:

| \(q\) (K/s) | Thermal | Athermal | Total |
|---|---:|---:|---:|
| \(10^8\) | 2.16 | 4.34 | 6.50 |
| \(10^9\) | 0.118 | 1.98 | 2.09 |
| \(3\times10^{10}\) | 0.0005 | 0.456 | 0.457 |
| \(10^{11}\) | 0.00006 | 0.260 | 0.260 |

These counts belong to 450 K, not to a cell cooled to room temperature. With the linear driving force the threshold keeps falling below 450 K and the count rises further, to about 77 per cell at 300 K for the \(3\times10^{10}\) K/s quench, but without growth the extra clusters become subcritical again on reheating to 450 K.

Faster cooling raises the athermal share but lowers the number of nuclei, including the athermal ones, because fewer clusters form before the atoms freeze. Even at \(10^8\) K/s the athermal part is the larger. The estimate for \(q_c\) falls from \(3.9\times10^8\) K/s at 550 K to \(2.6\times10^7\) K/s at 500 K, so this quench also ends in the regime where sweeping wins.

### Do these nuclei become crystals?

Being supercritical does not guarantee growth. Let \(\phi_n\) be the chance that a cluster reaches a large size before shrinking to one atom. Averaging over its next step gives

\[
k_n^+(\phi_{n+1}-\phi_n)=k_n^-(\phi_n-\phi_{n-1}).
\]

By detailed balance \(k_n^-=k_{n-1}^+N_{{\rm eq},n-1}/N_{{\rm eq},n}\), so \(k_n^+N_{{\rm eq},n}(\phi_{n+1}-\phi_n)\) is independent of \(n\). The increments are proportional to \(r_n\), and the end values 0 and 1 fix

\[
\phi_n=\frac{\sum_{m<n}r_m}{\sum_m r_m}.
\]

For the nuclei left by the \(3\times10^{10}\) K/s quench and held at 450 K, the average chance is 0.65. About \(0.457\times0.65=0.30\) per cell would grow. A sudden reheat to 600 K instead leaves only \(1.8\times10^{-5}\) supercritical nuclei per cell, because the threshold returns to 58.9 atoms. Clusters below that threshold keep a small chance \(\phi_n\), so about \(9\times10^{-4}\) of the quenched nuclei per cell would grow at 600 K, against 0.30 at 450 K. To be useful, athermal nuclei should grow before the temperature rises past their own critical point, beyond which they become increasingly likely to shrink away.

They are also not an excess over equilibrium. Inserting \(\Delta\mu\) gives

\[
\frac{W}{kT}=\frac{a\gamma n^{2/3}-n\Delta h}{kT}+\frac{n\Delta h}{kT_m}.
\]

For \(n=17\) the first numerator is \(1.54-2.04<0\) eV, so the equilibrium number increases on cooling. The frozen density at this size is only 3.9 % of its equilibrium value at 450 K. Holding the cell there lets the thermal flux double the supercritical count in 28 µs. The quenched nuclei are therefore no lasting head start at this temperature. One attachment at the critical size takes about \(1/k^+\approx7\) µs, so after 28 µs their mean size has moved only from 20.3 to 20.7 atoms. The distribution has spread: about a quarter have slipped below the threshold, and the share with 25 atoms or more has risen from 8 % to 17 %. The steady thermal flux adds about 58 nuclei per cell each millisecond, while a crystal growing at the front speed given below needs about 18 ms to advance 25 nm. New nuclei therefore far outnumber the quenched ones long before a single crystal could fill the cell.

### Comparison with real memory cells

The parameters are rough values in the regime of Ge₂Sb₂Te₅, for which nanoscale cells cool at roughly \(10^{10}\) to \(10^{11}\) K/s. The absolute counts deserve little trust. With all else fixed, raising \(\gamma\) by 10 % lowers the count at \(3\times10^{10}\) K/s from 0.46 to 0.0017. Measuring the work from the single atom, \(W(n)-W(1)\), so that single atoms number \(N_0\), raises it to 17. Multiplying the driving force by \(2T/(T+T_m)\), an approximate allowance for the different heat capacities of melt and crystal, lowers it to \(8\times10^{-8}\). The allowance assumes a melt in internal equilibrium all the way to 450 K, which overstates the reduction, but relaxing this recovers little. If the excess entropy is frozen at 750, 700 or 600 K, the count is \(7\times10^{-4}\), \(7\times10^{-5}\) or \(1.5\times10^{-6}\), so with this allowance the cell holds practically no nuclei. A critical nucleus of 17 atoms also strains the idea of a macroscopic interface energy. Real cells can also have crystalline borders. A growth front with speed \(v^{1/3}\Gamma(1-e^{-\Delta\mu/kT})\) would advance 8.3 nm between 900 K and 450 K at \(3\times10^{10}\) K/s (the attachment law used for the clusters gives 0.83 of this speed at large size, or 6.8 nm). If all six faces were crystalline, a cube of 33.5 nm would remain, 30 % of the volume, and the count would fall to about 0.14. The advance scales as \(1/q\): about 25 nm at \(10^{10}\) K/s and 250 nm at \(10^9\) K/s. A cell with a crystalline border would recrystallize from it at the two slowest rates of the table, so those rows describe a melt without such borders. Clusters tie up about 1 % of the atoms, so melt depletion is a minor error here.

The curved driving force also shows what could stop the mechanism. It is proportional to \(T(T_m-T)/(T_m+T)\), whose derivative vanishes when \(T^2+2T_mT-T_m^2=0\), that is at \(T=(\sqrt2-1)T_m=373\) K. If the formula held below this temperature, with constant \(\gamma\), further cooling would enlarge \(n^*\) and the swept flux would change sign. But the formula describes a melt in internal equilibrium. A quenched melt becomes a glass at a higher temperature and keeps part of its excess entropy over the crystal, so its driving force goes on rising as it cools. What creates athermal nuclei is a falling critical size, and cooling lowers it only while \(\Delta\mu\) rises relative to \(\gamma\). The full set of values is in the numerical output below.

## Numbers as computed

```
Melting point 900 K; heat 0.12 eV/atom
Atomic volume 0.030 nm^3; cell edge 50 nm
Atoms in cell 4.167e+06
Interface energy 0.50 eV/nm^2 = 0.080 J/m^2
Hop law: 2.0e+13 1/s, B 3300 K, T0 300 K
T 700 K: dmu 0.0267 eV, n* 198.8 atoms, r* 1.13 nm, W* 2.651 eV = 43.9 kT
  hop 5.23e+09 1/s, Z 0.0109, crossover 5.19e+09 K/s
T 650 K: dmu 0.0333 eV, n* 101.8 atoms, r* 0.90 nm, W* 1.696 eV = 30.3 kT
  hop 1.61e+09 1/s, Z 0.0176, crossover 4.04e+09 K/s
T 600 K: dmu 0.0400 eV, n* 58.9 atoms, r* 0.75 nm, W* 1.178 eV = 22.8 kT
  hop 3.34e+08 1/s, Z 0.0264, crossover 1.81e+09 K/s
T 550 K: dmu 0.0467 eV, n* 37.1 atoms, r* 0.64 nm, W* 0.866 eV = 18.3 kT
  hop 3.70e+07 1/s, Z 0.0375, crossover 3.89e+08 K/s
T 500 K: dmu 0.0533 eV, n* 24.9 atoms, r* 0.56 nm, W* 0.663 eV = 15.4 kT
  hop 1.37e+06 1/s, Z 0.0514, crossover 2.57e+07 K/s
T 450 K: dmu 0.0600 eV, n* 17.5 atoms, r* 0.50 nm, W* 0.524 eV = 13.5 kT
  hop 5.58e+03 1/s, Z 0.0686, crossover 1.77e+05 K/s
Cooling from 890 K to 450 K, mean nuclei per cell:
q 1e+08 K/s: count 6.5, thermal 2.16, athermal 4.341, thermal share 33.22 %
q 1e+09 K/s: count 2.092, thermal 0.1177, athermal 1.975, thermal share 5.62 %
q 1e+10 K/s: count 0.7525, thermal 0.003269, athermal 0.7494, thermal share 0.43 %
q 3e+10 K/s: count 0.4569, thermal 0.0005044, athermal 0.4565, thermal share 0.11 %
q 1e+11 K/s: count 0.2596, thermal 6.356e-05, athermal 0.2596, thermal share 0.02 %
Largest ledger mismatch 0.033 %
Count change on doubling the step 0.034 %
Flux ratio at 600 K, 1e+06 K/s: model 5.408e-04, formula 5.516e-04
Extreme quench 600 K to 450 K at 1e14 K/s, per cell:
  gain 0.6073, frozen clusters swept 0.6072
  thermal part 3.92e-07, largest change of N(n) 0.00 %
  slope s 0.3868 per atom, curvature c 0.0222
  edge density 0.1949 per atom of size, estimate 0.5784
Main quench 3e+10 K/s:
  chance of at least one nucleus 0.367
  freezing temperature at n = 17: 603 K
  frozen / 450 K equilibrium density there 0.0387
  growth chance of nuclei held at 450 K 0.652
  still supercritical on sudden reheat to 600 K 1.82e-05
  time at 450 K to double the count 28.17 us
  steady thermal flux at 450 K 5.802e+04 per cell per s
Neglected effects for the main quench:
  count with curved driving force 8.48e-08 per cell
  count with gamma 10 % higher 0.0017 per cell
  rim growth during cooling 8.26 nm
  share of atoms tied up in clusters 1.00 %
```
